# When the Photoluminescence Slope Gives the Carrier Temperature: verification in Python

```python
"""Does the high-energy slope of photoluminescence give the carrier temperature?

Result under test, for photon counts per unit energy from a uniform film:
  -d ln I/dE = beta*(1 - w*F + (1-w)*N) - 2/E - w*L
beta = 1/(kB*T); E photon energy; F = r_e*f_e + r_h*f_h;
r_e, r_h = shares of the excess energy x = E - gap taken by electron and hole;
f_e, f_h = occupations; N = 1/(exp(beta*(E-mu))-1), mu = pair chemical potential;
L = d ln(alpha0)/dE, alpha0 = unbleached absorption coefficient;
w = tau/(exp(tau)-1), tau = alpha0*(1-f_e-f_h)*thickness.
Energies are in eV, lengths in nm, temperatures in K. Material parameters are
rough typical values in the regime of GaAs. Spectra come from depth quadrature.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

KB = const.k / const.e
HB2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # eV nm^2
HBARC = const.hbar * const.c / const.e * 1e9              # eV nm
GAP, ME, MH = 1.42, 0.067, 0.50
MR = ME * MH / (ME + MH)
RE, RH = MR / ME, MR / MH
T0 = 600.0
BETA = 1 / (KB * T0)
LOW, HIGH = 1e16 * 1e-21, 3e18 * 1e-21                     # nm^-3
E_REF, ALPHA_REF = 1.55, 0.0015                            # eV, nm^-1
WINDOW = (1.50, 1.60)
K = np.linspace(0, 5, 5001)                                # nm^-1


def fermi(energy, mu, temp):
    return expit(-(energy - mu) / (KB * temp))


def band(k, mass, nonpar=0.0):
    """Energy e from e*(1 + nonpar*e) = k^2/(2*mass)."""
    g = HB2M * k**2 / mass
    return 2 * g / (1 + np.sqrt(1 + 4 * nonpar * g))


def chemical_potential(density, temp, masses, nonpar=0.0):
    """Quasi-Fermi energy, measured from the band edge into the band."""
    def excess(mu):
        total = sum(np.sum(K**2 * fermi(band(K, m, nonpar), mu, temp))
                    for m in masses)
        return total * (K[1] - K[0]) / np.pi**2 - density
    return brentq(excess, -2, 2, xtol=1e-13)


def optics(E, density, te=T0, th=None, gap=GAP, nonpar=0.0, rydberg=0.0,
           masses=(MH,)):
    """Unbleached absorption, sum of alpha0*f_e*f_h, and net absorption."""
    th = te if th is None else th
    mu_e = chemical_potential(density, te, [ME], nonpar)
    mu_h = chemical_potential(density, th, masses)

    def channels(energy):
        x = np.maximum(energy - gap, 1e-9)
        result = []
        for mh in masses:
            k = np.sqrt(x * ME * mh / (ME + mh) / HB2M)
            for _ in range(30):
                root = np.sqrt(1 + 4 * nonpar * HB2M * k**2 / ME)
                deriv = 2 * HB2M * k * (1 / (ME * root) + 1 / mh)
                k = k - (band(k, ME, nonpar) + band(k, mh) - x) / deriv
            root = np.sqrt(1 + 4 * nonpar * HB2M * k**2 / ME)
            deriv = 2 * HB2M * k * (1 / (ME * root) + 1 / mh)
            strength = k**2 / deriv / energy * (energy > gap)
            if rydberg > 0:
                z = 2 * np.pi * np.sqrt(rydberg / x)
                strength = strength * z / (-np.expm1(-z))
            result.append((strength, fermi(band(k, ME, nonpar), mu_e, te),
                           fermi(band(k, mh), mu_h, th)))
        return result

    scale = ALPHA_REF / sum(c[0] for c in channels(np.array([E_REF])))[0]
    parts = channels(E)
    a0 = scale * sum(s for s, fe, fh in parts)
    pairs = scale * sum(s * fe * fh for s, fe, fh in parts)
    net = scale * sum(s * (1 - fe - fh) for s, fe, fh in parts)
    return a0, pairs, net


NODE, WEIGHT = np.polynomial.legendre.leggauss(48)


def film(E, density, thickness, **options):
    """Emission collected from all depths, attenuated on the way out."""
    a0, pairs, net = optics(E, density, **options)
    z = thickness * (NODE + 1) / 2
    escape = np.exp(-np.outer(net, z)) @ WEIGHT * thickness / 2
    return E**2 * pairs * escape


def grid(window=WINDOW, points=600):
    a, b = window
    return a + (b - a) * (np.arange(points) + 0.5) / points


def fit_temperature(E, intensity):
    slope = np.polyfit(E - E.mean(), np.log(intensity), 1)[0]
    return -1 / (KB * slope)


def slope_terms(E, density, thickness, temp=T0):
    """Occupation, photon-mode and absorption parts of slope minus beta."""
    beta, x = 1 / (KB * temp), E - GAP
    mu_e = chemical_potential(density, temp, [ME])
    mu_h = chemical_potential(density, temp, [MH])
    fe, fh = fermi(RE * x, mu_e, temp), fermi(RH * x, mu_h, temp)
    alpha0 = ALPHA_REF * np.sqrt(x / (E_REF - GAP)) * E_REF / E
    tau = alpha0 * (1 - fe - fh) * thickness
    w = tau / np.expm1(tau)
    N = 1 / np.expm1(beta * (E - GAP - mu_e - mu_h))
    F = RE * fe + RH * fh
    return np.array([beta * (-w * F + (1 - w) * N), -2 / E,
                     -w * (1 / (2 * x) - 1 / E)])


def fit_average(function, window=WINDOW):
    """Average with the parabolic kernel of a uniform straight-line fit."""
    a, b = window
    E = a + (b - a) * (NODE + 1) / 2
    kernel = 6 * (E - a) * (b - E) / (b - a)**3
    return function(E) @ (WEIGHT * kernel) * (b - a) / 2


def mean_inverse(a, b):
    return 6 * ((b*b - a*a) / 2 - a * b * np.log(b / a)) / (b - a)**3


def local_slope(function, energy, h=1e-5):
    v = np.log(function(np.array([energy - h, energy + h])))
    return -(v[1] - v[0]) / (2 * h)


# Photon modes in a periodic box: explicit count against the cubic law.
for radius in (20, 40):
    q = np.arange(-radius, radius + 1)
    r2 = q[:, None, None]**2 + q[None, :, None]**2 + q[None, None, :]**2
    count = 2 * np.count_nonzero(r2 <= radius**2)
    assert abs(count / (8 * np.pi * radius**3 / 3) - 1) < 0.01

# Carrier density from the k integral against the polylogarithm.
MU = {}
for n in (LOW, HIGH):
    MU[n] = [chemical_potential(n, T0, [m]) for m in (ME, MH)]
    for m, mu in zip((ME, MH), MU[n]):
        wave3 = (4 * np.pi * HB2M / (m * KB * T0))**1.5
        exact = -2 * mp.re(mp.polylog(1.5, -mp.exp(mu * BETA))) / wave3
        assert abs(float(exact) / n - 1) < 1e-6

# Local slope, including an inverted film with optical gain.
for n, d, temp, energy in [(LOW, 100, T0, 1.52), (HIGH, 100, T0, 1.50),
                           (HIGH, 2000, T0, 1.58), (5e-3, 2000, 300., 1.50),
                           (5e-3, 2000, 300., 1.65)]:
    numeric = local_slope(lambda E: film(E, n, d, te=temp), energy)
    formula = 1 / (KB * temp) + slope_terms(energy, n, d, temp).sum()
    assert abs(numeric - formula) < 1e-5 * abs(1 / (KB * temp))
assert optics(np.array([1.50]), 5e-3, te=300.)[2][0] < 0
assert optics(np.array([1.65]), 5e-3, te=300.)[2][0] > 0

# Unequal electron and hole temperatures in a very thin film.
TH_COLD, energy = 300.0, 1.55
fe = fermi(RE * (energy - GAP), MU[HIGH][0], T0)
fh = fermi(RH * (energy - GAP),
           chemical_potential(HIGH, TH_COLD, [MH]), TH_COLD)
expected = (RE * BETA * (1 - fe) + RH * (1 - fh) / (KB * TH_COLD)
            - 1 / (2 * (energy - GAP)) - 1 / energy)
numeric = local_slope(lambda E: film(E, HIGH, 1e-4, th=TH_COLD), energy)
assert abs(numeric / expected - 1) < 1e-5

# Three-dimensional sum over pairs: no joint density formula is used.
side = 160
q2 = ((np.arange(side) + 0.5) / side)**2
x = 0.20 * (q2[:, None, None] + q2[None, :, None] + q2[None, None, :]).ravel()
x = x[(x > WINDOW[0] - GAP) & (x < WINDOW[1] - GAP)]
weights = ((x + GAP) * fermi(RE * x, MU[HIGH][0], T0)
           * fermi(RH * x, MU[HIGH][1], T0))
hist, edges = np.histogram(x + GAP, bins=20, range=WINDOW, weights=weights)
T_pairs = fit_temperature((edges[1:] + edges[:-1]) / 2, hist)
T_thin = 1 / (KB * (BETA + fit_average(
    lambda E: slope_terms(E, HIGH, 1e-4)).sum()))
assert abs(T_pairs / T_thin - 1) < 0.01

print(f"gap {GAP:.2f} eV; masses e {ME:.3f}, h {MH:.2f} m0")
print(f"energy shares: electron {RE:.4f}, hole {RH:.4f}")
print(f"true T {T0:.0f} K; kT {KB*T0:.5f} eV; beta {BETA:.3f} 1/eV")
print(f"alpha0 at {E_REF:.2f} eV: {ALPHA_REF:.4f} 1/nm")
print(f"fit window {WINDOW[0]:.2f} to {WINDOW[1]:.2f} eV")
for n in (LOW, HIGH):
    fe = fermi(RE * (E_REF - GAP), MU[n][0], T0)
    fh = fermi(RH * (E_REF - GAP), MU[n][1], T0)
    print(f"n {n*1e21:.0e} cm^-3: mu_e {MU[n][0]:.4f}, mu_h {MU[n][1]:.4f} eV")
    print(f"  at {E_REF:.2f} eV: f_e {fe:.5f}, f_h {fh:.5f}")
print(f"pair sum, high n, thin: T_fit {T_pairs:.1f} K; formula {T_thin:.1f} K")

E = grid()
fitted, parts = {}, {}
print("slope changes in 1/eV: occupation, E^2, absorption; fitted T")
for n in (LOW, HIGH):
    for d in (100, 2000, 20000):
        fitted[n, d] = fit_temperature(E, film(E, n, d))
        parts[n, d] = fit_average(lambda e: slope_terms(e, n, d))
        predicted = 1 / (KB * (BETA + parts[n, d].sum()))
        assert abs(fitted[n, d] / predicted - 1) < 1e-4
        p = parts[n, d]
        print(f"n {n*1e21:.0e} cm^-3, d {d} nm: {p[0]:+.3f}, {p[1]:+.3f}, "
              f"{p[2]:+.3f}; {fitted[n, d]:.1f} K")
assert fitted[HIGH, 100] > fitted[LOW, 100] > T0
assert parts[HIGH, 100][0] < 0 < parts[HIGH, 20000][0]

# Hand estimate in the dilute, optically thin limit.
inv_x = mean_inverse(WINDOW[0] - GAP, WINDOW[1] - GAP)
inv_E = mean_inverse(*WINDOW)
T_hand = 1 / (KB * (BETA - inv_x / 2 - inv_E))
assert abs(fit_temperature(E, film(E, 1e-9, 1e-4)) / T_hand - 1) < 1e-4
print(f"fit means: 1/x {inv_x:.4f}, 1/E {inv_E:.4f} 1/eV")
print(f"dilute thin hand estimate: {T_hand:.1f} K")

# Excess energy at which the dilute thin local bias has fallen to 10 percent.
x10 = brentq(lambda x: 1 - (1/(2*x) + 1/(GAP+x)) / BETA - 1/1.1, 0.05, 2)
numeric = local_slope(lambda e: film(e, 1e-9, 1e-4), GAP + x10)
assert abs(BETA / numeric - 1.1) < 1e-4
print(f"dilute thin bias is 10 percent at x {x10:.3f} eV")

# Accidental agreement in the opaque limit despite degenerate electrons.
mu_pair = GAP + sum(MU[HIGH])
E_cross = brentq(lambda e: BETA / np.expm1(BETA*(e-mu_pair)) - 2/e,
                 max(GAP, mu_pair) + 1e-3, 1.9)
numeric = local_slope(lambda e: film(e, HIGH, 20000), E_cross)
fe_cross = fermi(RE * (E_cross - GAP), MU[HIGH][0], T0)
assert abs(numeric / BETA - 1) < 1e-4 and fe_cross > 0.2
print(f"opaque, high n: slope = beta at {E_cross:.4f} eV, f_e {fe_cross:.3f}")

# Remedies applied to the 100 nm spectra.
for n in (LOW, HIGH):
    intensity = film(E, n, 100)
    a0, pairs, net = optics(E, n)
    dark, excited = -np.expm1(-a0 * 100), -np.expm1(-net * 100)
    T_dark = fit_temperature(E, intensity / (E**2 * dark))
    T_exc = fit_temperature(E, intensity / (E**2 * excited))
    T_abs = fit_temperature(E, 1 / (1 + E**2 * excited / intensity))
    assert abs(T_abs / T0 - 1) < 1e-6 and T_exc < T0
    if n == LOW:
        assert abs(T_dark / T0 - 1) < 0.01
    else:
        assert T_dark > 1.05 * T0
    print(f"corrected, n {n*1e21:.0e} cm^-3: dark A {T_dark:.1f} K")
    print(f"  excited A {T_exc:.1f} K; absolute {T_abs:.1f} K")

# Moving the fit window up, high density and 100 nm.
reference = film(np.array([1.55]), HIGH, 100)[0]
history = []
for window in ((1.50, 1.60), (1.60, 1.70), (1.70, 1.80)):
    e = grid(window)
    temp = fit_temperature(e, film(e, HIGH, 100))
    p = fit_average(lambda y: slope_terms(y, HIGH, 100), window)
    signal = film(np.array([sum(window) / 2]), HIGH, 100)[0] / reference
    history.append((temp, abs(p[0]), abs(p[1] + p[2])))
    print(f"window {window[0]:.2f}-{window[1]:.2f} eV: {temp:.1f} K, "
          f"signal {signal:.4f}")
    print(f"  occupation {p[0]:+.3f}, prefactor {p[1]+p[2]:+.3f} 1/eV")
assert history[0][0] > history[1][0] > history[2][0] > T0
assert history[2][1] / history[0][1] < history[2][2] / history[0][2]


def slab_absorptivity(E, net, thickness, index):
    """Normal-incidence absorptivity of a free-standing slab in air."""
    N = index + 1j * net * HBARC / (2 * E)
    r, phase = (1 - N) / (1 + N), np.exp(1j * N * E * thickness / HBARC)
    den = 1 - r**2 * phase**2
    return (1 - abs(r * (1 - phase**2) / den)**2
            - abs((1 - r**2) * phase / den)**2)


def wave_absorptivity(energy, net, thickness, index):
    """Absorbed power from the wave equation, integrated back from the exit."""
    k = energy / HBARC
    eps = (index + 1j * net / (2 * k))**2
    solution = solve_ivp(
        lambda z, y: [y[1], -k**2 * eps * y[0], abs(y[0])**2 + 0j],
        (thickness, 0), np.array([1, 1j * k, 0], dtype=complex),
        rtol=1e-9, atol=1e-12)
    field, deriv, integral = solution.y[:, -1]
    incident = (field + deriv / (1j * k)) / 2
    return k * eps.imag * (-integral.real) / abs(incident)**2


# Neglected effects, one at a time, for the 100 nm film.
RYD, NONPAR, MLH, NARROW = 0.004, 0.6, 0.08, 0.03
T_LATTICE, COOL_PS, GATE_PS, SIGMA, INDEX = 300.0, 2.0, 1.0, 0.01, 3.6

for n in (LOW, HIGH):
    for energy in (1.50, 1.55, 1.60):
        net_here = optics(np.array([energy]), n)[2][0]
        for index in (1.0, INDEX):
            direct = wave_absorptivity(energy, net_here, 100, index)
            airy = slab_absorptivity(energy, net_here, 100, index)
            assert abs(airy / direct - 1) < 1e-5

# Single-pass absorption holds when the absorption per wavelength is tiny.
net = optics(E, LOW)[2]
assert np.allclose(slab_absorptivity(E, net / 1000, 100 * 1000, 1.0),
                   -np.expm1(-net * 100), rtol=1e-3)


def neglected(n):
    base = fitted[n, 100]
    shifts = [fit_temperature(E, film(E, n, 100, **option)) - base
              for option in (dict(rydberg=RYD), dict(nonpar=NONPAR),
                             dict(masses=(MH, MLH)), dict(th=TH_COLD),
                             dict(gap=GAP - NARROW * (n / HIGH)**(1/3)))]
    t_node, t_weight = np.polynomial.legendre.leggauss(8)
    cooled = 0
    for t, wt in zip(GATE_PS * (t_node + 1) / 2, t_weight):
        temp = T_LATTICE + (T0 - T_LATTICE) * np.exp(-t / COOL_PS)
        cooled = cooled + wt * film(E, n, 100, te=temp)
    shifts.append(fit_temperature(E, cooled) - base)
    h_node, h_weight = np.polynomial.hermite.hermgauss(16)
    broad = sum(wt * film(E + np.sqrt(2) * SIGMA * t, n, 100)
                for t, wt in zip(h_node, h_weight))
    shifts.append(fit_temperature(E, broad) - base)
    a0, pairs, net = optics(E, n)
    slab = E**2 * pairs / net * slab_absorptivity(E, net, 100, INDEX)
    shifts.append(fit_temperature(E, slab) - base)
    shifts.append(fit_temperature(E, E**2 * film(E, n, 100)) - base)
    return shifts


labels = [f"Coulomb, Rydberg {RYD:.3f} eV",
          f"nonparabolicity {NONPAR:.1f} 1/eV", f"light holes {MLH:.2f} m0",
          f"holes at {TH_COLD:.0f} K", f"gap narrowing {NARROW:.2f} eV at high n",
          f"cooling to {T_LATTICE:.0f} K, {COOL_PS:.0f} ps, gate {GATE_PS:.0f} ps",
          f"Gaussian width {SIGMA:.2f} eV", f"slab interference, index {INDEX:.1f}",
          "counts per wavelength"]
print("neglected effects: shift of fitted T in K, low n / high n")
for label, low, high in zip(labels, neglected(LOW), neglected(HIGH)):
    assert np.isfinite(low) and np.isfinite(high)
    print(f"{label}: {low:+.1f} / {high:+.1f}")
print("PASS")
```

Printed output:

```
gap 1.42 eV; masses e 0.067, h 0.50 m0
energy shares: electron 0.8818, hole 0.1182
true T 600 K; kT 0.05170 eV; beta 19.341 1/eV
alpha0 at 1.55 eV: 0.0015 1/nm
fit window 1.50 to 1.60 eV
n 1e+16 cm^-3: mu_e -0.2487, mu_h -0.4047 eV
  at 1.55 eV: f_e 0.00089, f_h 0.00030
n 3e+18 cm^-3: mu_e 0.0892, mu_h -0.1076 eV
  at 1.55 eV: f_e 0.37940, f_h 0.08479
pair sum, high n, thin: T_fit 1451.5 K; formula 1451.4 K
slope changes in 1/eV: occupation, E^2, absorption; fitted T
n 1e+16 cm^-3, d 100 nm: -0.016, -1.291, -3.085; 776.2 K
n 1e+16 cm^-3, d 2000 nm: -0.003, -1.291, -0.553; 663.3 K
n 1e+16 cm^-3, d 20000 nm: +0.000, -1.291, -0.000; 642.9 K
n 3e+18 cm^-3, d 100 nm: -6.434, -1.291, -3.197; 1378.4 K
n 3e+18 cm^-3, d 2000 nm: -2.223, -1.291, -1.441; 806.7 K
n 3e+18 cm^-3, d 20000 nm: +1.297, -1.291, -0.000; 599.8 K
fit means: 1/x 7.9356, 1/E 0.6453 1/eV
dilute thin hand estimate: 787.9 K
dilute thin bias is 10 percent at x 0.412 eV
opaque, high n: slope = beta at 1.5447 eV, f_e 0.401
corrected, n 1e+16 cm^-3: dark A 600.5 K
  excited A 600.0 K; absolute 600.0 K
corrected, n 3e+18 cm^-3: dark A 907.0 K
  excited A 562.3 K; absolute 600.0 K
window 1.50-1.60 eV: 1378.4 K, signal 1.0000
  occupation -6.434, prefactor -4.488 1/eV
window 1.60-1.70 eV: 780.7 K, signal 0.2911
  occupation -1.795, prefactor -2.683 1/eV
window 1.70-1.80 eV: 686.8 K, signal 0.0579
  occupation -0.440, prefactor -2.004 1/eV
neglected effects: shift of fitted T in K, low n / high n
Coulomb, Rydberg 0.004 eV: -79.2 / -238.7
nonparabolicity 0.6 1/eV: +51.8 / -4.3
light holes 0.08 m0: +0.1 / -4.5
holes at 300 K: -102.8 / -231.3
gap narrowing 0.03 eV at high n: -6.8 / -324.6
cooling to 300 K, 2 ps, gate 1 ps: -107.7 / -192.2
Gaussian width 0.01 eV: +3.9 / +20.2
slab interference, index 3.6: +123.5 / +444.3
counts per wavelength: +73.3 / +249.5
PASS
```
